# Dangling-Hybrid Levels of the Unrelaxed Silicon Divacancy

## Problem

Two neighbouring atoms are removed from a silicon crystal, and all other atoms stay where they were. Each vacancy now has three neighbours that have lost one bond. Each of these six atoms keeps one dangling hybrid, an $sp^3$ orbital whose positive lobe points to the vacancy beside it. Call the hybrids around the first vacancy $h_1,h_2,h_3$, and call $h_{i'}$ the image of $h_i$ under inversion through the midpoint of the two vacancies. The point group of the defect is $D_{3d}$.

Treat the hybrids as orthonormal, with a common energy $\varepsilon=0$, and describe their coupling by two hoppings. The first acts between hybrids of the same trio and has matrix element $-t$, with $t=0.5$ eV. The second represents the leading coupling between the trios and has matrix element $-0.1$ eV. These are round values, of a rough scale for silicon.

(a) Which irreducible representations do the six hybrids span, and what are the symmetry-adapted combinations?

(b) What are the level energies, and in what order do they lie?

(c) Which levels do the six electrons of the neutral defect fill?

(d) How far does the order depend on the couplings left out and on the atoms staying in place?

## A tempting solution, which is wrong

Inversion pairs each hybrid $h_i$ with $h_{i'}$. The two lobes of such a pair point towards each other across the void, so it seems natural to let the second hopping connect these partners. Write its matrix element as $-s$, with $s=0.1$ eV.

Within one trio, the in-phase sum has energy $-2t$, because each hybrid has two neighbours with the same amplitude. The two combinations orthogonal to it have energy $+t$. The partner hopping then joins each trio state to its inverted copy. The even sum is bonding and falls by $s$; the odd difference is antibonding and rises by $s$:

$$E(a_{1g})=-2t-s=-1.1\ \text{eV},\qquad E(a_{2u})=-2t+s=-0.9\ \text{eV},$$

$$E(e_g)=t-s=0.4\ \text{eV},\qquad E(e_u)=t+s=0.6\ \text{eV}.$$

The order would be $a_{1g}<a_{2u}<e_g<e_u$, and the neutral defect would have two electrons in $e_g$.

## Where the fault lies

The algebra is sound. The energies sum to zero, counting each doublet twice, as the zero diagonal of the matrix requires. Their squares sum to $1.21+0.81+2(0.16)+2(0.36)=3.06$ eV², which equals $6(2t^2+s^2)$, the sum of all squared matrix elements. The symmetry labels are right too. The fault is in the choice of the second hopping, and the positions of the atoms show it.

Measure lengths in quarters of the cubic lattice constant $a$. Put the vacancies at $(0,0,0)$ and $(1,1,1)$. The first trio sits at

$$\mathbf r_1=(1,-1,-1),\quad \mathbf r_2=(-1,1,-1),\quad \mathbf r_3=(-1,-1,1).$$

Inversion through the midpoint sends $\mathbf r$ to $(1,1,1)-\mathbf r$, so the second trio sits at

$$\mathbf r_{1'}=(0,2,2),\quad \mathbf r_{2'}=(2,0,2),\quad \mathbf r_{3'}=(2,2,0).$$

There are three kinds of pair. One example of each gives

$$|\mathbf r_1-\mathbf r_2|^2=|(2,-2,0)|^2=8,$$

$$|\mathbf r_1-\mathbf r_{2'}|^2=|(-1,-1,-3)|^2=11,$$

$$|\mathbf r_1-\mathbf r_{1'}|^2=|(1,-3,-3)|^2=19.$$

With the lattice constant set to $a=0.543$ nm, as in the cluster computed below, the distances are 0.384, 0.450 and 0.592 nm. The inversion partners are the farthest pairs in the defect. Each hybrid has two nearer neighbours in the other trio, the $h_{j'}$ with $j\neq i$, and the tempting solution leaves both out.

Distance alone does not settle the matter, because hybrids are directional. The lobe of $h_1$ points along $\mathbf n_1=(-1,1,1)/\sqrt3$, and those of $h_{1'}$ and $h_{2'}$ along $\mathbf n_{1'}=(1,-1,-1)/\sqrt3$ and $\mathbf n_{2'}=(-1,1,-1)/\sqrt3$. The unit vector from atom 1 to its partner is $(-1,3,3)/\sqrt{19}$. Its scalar product with $\mathbf n_1$ is $7/\sqrt{57}\approx0.93$, so the partners do face each other almost squarely.

For the nearer pair, the unit vector is $\mathbf R=(1,1,3)/\sqrt{11}$, and

$$\mathbf n_1\cdot\mathbf R=\frac{3}{\sqrt{33}}\approx0.52,\qquad \mathbf n_{2'}\cdot\mathbf R=-\frac{3}{\sqrt{33}}.$$

Each lobe thus leans towards the other atom. The parts of the lobe directions perpendicular to $\mathbf R$ have the scalar product

$$\mathbf n_1\cdot\mathbf n_{2'}-(\mathbf n_1\cdot\mathbf R)(\mathbf n_{2'}\cdot\mathbf R)=\frac13+\frac{9}{33}=\frac{20}{33}>0,$$

so the sideways $p$ components are parallel. Both parts favour a positive overlap and hence a negative matrix element, which agrees with the sign given in the problem. The partners have the better aim and the nearer pairs the shorter distance. A computed cluster, described below, decides between them in favour of the nearer pairs. The second hopping therefore has to connect $h_i$ with $h_{j'}$, $j\ne i$. Call its matrix element $-u$, with $u=0.1$ eV.

## Right solution

### (a) Representations and combinations

An operation of $D_{3d}$ maps the set of six atoms and the pair of vacancies onto themselves. It therefore carries a lobe that points to a vacancy into another such lobe, without a change of sign. Each operation permutes the hybrids, and its character is the number of hybrids left in place.

- The identity leaves all six, so $\chi(E)=6$.
- A threefold rotation about $[111]$ moves every hybrid round its trio, so $\chi(C_3)=0$.
- $C_2'$, $i$ and $S_6$ all exchange the two vacancies. No hybrid can stay, so their characters vanish.
- A mirror $\sigma_d$ contains the $[111]$ axis. The one that exchanges $x$ and $y$ keeps $h_3$ and $h_{3'}$ and exchanges the others in pairs, so $\chi(\sigma_d)=2$.

The group has 12 operations, one of them $E$ and three of them $\sigma_d$. The reduction formula therefore becomes

$$n_\Gamma=\frac1{12}\left[6\,\chi_\Gamma(E)+3\cdot2\,\chi_\Gamma(\sigma_d)\right]=\frac{\chi_\Gamma(E)+\chi_\Gamma(\sigma_d)}2 .$$

The pair $(\chi_\Gamma(E),\chi_\Gamma(\sigma_d))$ is $(1,1)$ for $A_{1g}$ and $A_{2u}$, $(1,-1)$ for $A_{2g}$ and $A_{1u}$, and $(2,0)$ for $E_g$ and $E_u$. Hence

$$\Gamma=A_{1g}+A_{2u}+E_g+E_u .$$

To find the combinations, begin with one trio. The sum of its hybrids is unchanged by $C_3$. The two-dimensional space orthogonal to the sum contains no vector that $C_3$ leaves unchanged, and it carries the doublet. An orthonormal basis for the amplitudes on $h_1,h_2,h_3$ is

$$\mathbf a=\frac{(1,1,1)}{\sqrt3},\qquad \mathbf e_1=\frac{(2,-1,-1)}{\sqrt6},\qquad \mathbf e_2=\frac{(0,1,-1)}{\sqrt2}.$$

Inversion exchanges $h_i$ and $h_{i'}$. Equal amplitudes on the two trios give even states, and opposite amplitudes give odd ones:

$$a_{1g}:\frac{(\mathbf a,\mathbf a)}{\sqrt2},\quad a_{2u}:\frac{(\mathbf a,-\mathbf a)}{\sqrt2},\quad e_g:\frac{(\mathbf e_k,\mathbf e_k)}{\sqrt2},\quad e_u:\frac{(\mathbf e_k,-\mathbf e_k)}{\sqrt2},$$

with $k=1,2$. The odd singlet is $a_{2u}$ and not $a_{1u}$ because $\sigma_d$ leaves it unchanged. Since each representation occurs once, no Hamiltonian with this symmetry can mix these states with one another, so they are eigenvectors whatever the hoppings are. The hoppings determine the energies.

### (b) Energies and order

It costs little to keep all three couplings and set $s=0$ afterwards. Let $J$ be the $3\times3$ matrix with every element equal to 1. The Hamiltonian consists of trio blocks $T$ and cross blocks $X$:

$$H=\begin{pmatrix}T&X\\X&T\end{pmatrix},\qquad T=-t(J-1),\qquad X=-u(J-1)-s .$$

The matrix $J-1$ has zeros on the diagonal and ones elsewhere, as needed for hoppings between different indices; the number $s$ multiplies the unit matrix. Because $J\mathbf a=3\mathbf a$ and $J\mathbf e_k=0$,

$$T\mathbf a=-2t\,\mathbf a,\qquad T\mathbf e_k=+t\,\mathbf e_k,$$

$$X\mathbf a=-(2u+s)\,\mathbf a,\qquad X\mathbf e_k=(u-s)\,\mathbf e_k .$$

For an even state, $H(\mathbf v,\mathbf v)=((T+X)\mathbf v,(T+X)\mathbf v)$, so the cross eigenvalue is added. For an odd state, $H(\mathbf v,-\mathbf v)=((T-X)\mathbf v,-(T-X)\mathbf v)$, so it is subtracted. Thus

$$E(a_{1g})=-2t-(2u+s),\qquad E(a_{2u})=-2t+(2u+s),$$

$$E(e_g)=t+(u-s),\qquad E(e_u)=t-(u-s).$$

The sign of $u$ in the doublets is the point that the tempting solution misses. In a doublet state the three amplitudes of a trio add to zero, $c_1+c_2+c_3=0$. The two near neighbours of $h_1$ in the other trio have, in the even state, the summed amplitude $c_2+c_3=-c_1$. It is opposite in sign to the amplitude on $h_1$, so the even doublet is antibonding across the defect. The rule that even means bonding holds here for the singlets but not for the doublets.

In the two-hopping model $s=0$, and the numbers are

$$E(a_{1g})=-2(0.5)-2(0.1)=-1.2\ \text{eV},$$

$$E(a_{2u})=-2(0.5)+2(0.1)=-0.8\ \text{eV},$$

$$E(e_u)=0.5-0.1=0.4\ \text{eV},\qquad E(e_g)=0.5+0.1=0.6\ \text{eV}.$$

The order is $a_{1g}<a_{2u}<e_u<e_g$. The doublet energies are the same two numbers as before, but with their labels exchanged, so a list of energies without symmetries would hide that error.

The spacings, from the bottom upwards, are $4u$, $3(t-u)$ and $2u$. This order therefore holds for $0<u<t$. Three cases show what the hoppings do.

- For $u\to0$ the trios separate. There are two levels at $-2t$ and four at $+t$, as for two independent triangles.
- For $u=t$ each hybrid is coupled equally to four others and not to its inversion partner. This is the pattern of the edges of an octahedron. The energies are $-4t$, then $0$ three times, then $2t$ twice: $a_{2u}$ and $e_u$ have merged into a triplet.
- For $t<u<3t$ they have crossed, and the order is $a_{1g}<e_u<a_{2u}<e_g$. Beyond $u=3t$ the level $a_{2u}$ lies above $e_g$ as well. Since the cross-trio pairs are the more distant ones, $u>t$ is not expected for the unrelaxed defect.

### (c) Filling

Each dangling hybrid brings one electron. Filling the levels from below, with two electrons per orbital, gives

$$a_{1g}^2\,a_{2u}^2\,e_u^2 .$$

The partly filled doublet is odd under inversion, whereas the tempting solution made it even. If the levels are kept fixed while the charge changes, the positive defect has $e_u^1$, the negative one $e_u^3$, and the doubly negative one a full $e_u^4$. The model contains no repulsion between electrons, so it does not say at which Fermi energies these charge states occur.

### (d) The coupling left out

With $s$ restored, $E(e_g)-E(e_u)=2(u-s)$. The doublets have the stated order if $u>s$ and the reverse order if $u<s$. Symmetry cannot decide this.

To size the couplings, six SiH$_3$ groups were placed with their silicon atoms at the unrelaxed divacancy positions and their hydrogen atoms along the back bonds. The cluster was computed in the local density approximation (SVWN) with the 3-21G basis. Each of the six dangling orbitals was given one electron, which keeps the full symmetry. Measured from their mean, the energies are $-1.484$ ($a_{1g}$), $-0.944$ ($a_{2u}$), $0.448$ ($e_u$) and $0.766$ eV ($e_g$).

The general formulas can be solved for the hoppings. The mean of the singlets is $-2t$, half their separation is $2u+s$, and half the separation of the doublets is $u-s$:

$$t=\frac{1.484+0.944}{4}=0.607\ \text{eV},$$

$$2u+s=\frac{1.484-0.944}{2}=0.270\ \text{eV},\qquad u-s=\frac{0.766-0.448}{2}=0.159\ \text{eV}.$$

Adding the last two gives $3u=0.429$ eV, so $u=0.143$ eV and $s=0.143-0.159=-0.016$ eV. The nearer pairs win by a factor of about nine in magnitude, and the cluster has the order found in (b). The factor is not converged in the basis. With polarization and diffuse functions on silicon (6-31+G*) the levels move by up to 0.014 eV, $t$ and $u$ stay at 0.60 and 0.14 eV, $s$ becomes about $-0.022$ eV, and the factor falls to between six and seven. The order of the levels and the sign of $s$ are unchanged.

The negative sign of $s$ means that the matrix element between partners is slightly positive, although their lobes face each other. Computed as isolated pairs of SiH$_3$ groups, the partners have $s\approx+0.07$ eV and the nearer pairs $u\approx0.19$ eV, so the direct couplings have the expected sign and differ by a factor of only about 2.6. The negative $s$ and the larger factor arise when the other four hybrids are present. A possible reason, offered as a conjecture, is that the matrix refers to orthogonalized orbitals, and orthogonalization to the hybrids in between can outweigh the direct coupling.

Dropping $s$ while holding $t$ and $u$ fixed changes the doublet separation from 0.318 to 0.286 eV, an error of 10 % relative to the full value (13 % in the larger basis). Keeping $s$ and dropping $u$ would leave a separation of $2|s|=0.03$ eV, a tenth of the full value. With the computed sign of $s$ the two doublets would then still be in the right order, but most of their splitting would be missing. The singlets would change places: their separation $E(a_{2u})-E(a_{1g})=2(2u+s)$ becomes $2s$, which is negative.

### (d) The atoms held in place

Two electrons in a doublet can gain energy if a distortion splits it: this is the Jahn-Teller effect. Take a distortion that brings atoms 2 and 3 together, and likewise $2'$ and $3'$, so that inversion symmetry is kept. Let the hopping within these two pairs become $t+\delta$. Other distances change as well, by smaller amounts; atoms 2 and 3, for instance, also come nearer to atom 1. The resulting changes of the other hoppings are left out, so the splittings below are only estimates of size. The perturbation has the matrix element $-\delta$ for each pair.

For a state with trio amplitudes $\mathbf c$, the normalization over two trios gives each trio the weight one half, and the two contributions add to $-2\delta c_2c_3$. For the two doublet partners,

$$\mathbf e_1:\ -2\delta\cdot\frac{(-1)(-1)}6=-\frac\delta3,\qquad \mathbf e_2:\ -2\delta\cdot\frac{(1)(-1)}2=+\delta .$$

The perturbation does not mix them, because $\mathbf e_1$ is even and $\mathbf e_2$ odd under the exchange of 2 and 3. To first order, each doublet splits by

$$\delta-\left(-\frac\delta3\right)=\frac{4\delta}3 .$$

For the size of $\delta$, two SiH$_3$ groups of one trio were computed at the same level of theory. Their hopping grows from 0.682 eV at the crystal distance to 0.846 eV when they are 0.02 nm closer, an increase of 24 %. Applied to the example, this gives $\delta=0.24\times0.5=0.12$ eV and a first-order splitting of 0.160 eV. The displacement is an assumed one; it was not found by minimizing the energy.

Diagonalization of the distorted matrix gives 0.157 eV for $e_u$. The small reduction comes from $a_{2u}$, which lies $3(t-u)=1.2$ eV lower and mixes with the $\mathbf e_1$ partner. The coupling is

$$-\delta(a_2e_{1,3}+a_3e_{1,2})=-2\delta\cdot\frac1{\sqrt3}\cdot\frac{-1}{\sqrt6}=\frac{\sqrt2}{3}\,\delta,$$

so second-order perturbation theory pushes this partner up by $(2\delta^2/9)/(1.2\ \text{eV})\approx0.003$ eV. The $\mathbf e_2$ partner does not mix with $a_{2u}$, by the same exchange symmetry as above.

The splitting is nearly as large as the spacing $2u=0.2$ eV between the doublets. To first order, the upper $e_u$ partner reaches the lower $e_g$ partner when $4\delta/3=2u$, that is at $\delta=0.15$ eV. Within the model, the order of the four upper states thus survives weak distortions, but not strong ones.

Whether the neutral defect uses this gain is a further question. With one electron in each $e_u$ partner and parallel spins, exchange lowers the energy, but the first-order shifts of the two partners, measured from their mean, cancel. With both electrons in the lower partner, the gain relative to that mean is $2\times\tfrac12\times4\delta/3$, but the exchange energy is lost. The hopping model has no exchange and cannot choose between the two.

## The model and real silicon

The example's hoppings are somewhat smaller than those of the cluster, 0.5 against 0.61 eV and 0.1 against 0.14 eV. With the cluster's values the doublet spacing would be about 0.3 instead of 0.2 eV. Either value is well above the thermal energy of 0.026 eV at 300 K.

The band gap of silicon, roughly 1.1 eV, sets a stronger limit. In the example $e_u$ lies 1.2 eV above $a_{2u}$, and in the cluster 1.4 eV, so within this model a singlet and a doublet cannot both be in the gap. If the doublets are there, the model puts the singlets at energies of the valence band, where they would be resonances that mix with band states instead of sharp levels. Coupling to the crystal also changes the spacings, so the comparison with the gap is only a guide for real silicon. The six-hybrid model gives no position relative to the band edges.

In a real divacancy the atoms are free to move; for the assumed displacement of 0.02 nm the estimate above gives a splitting of the $e_u$ doublet by about 0.16 eV for the hoppings of the example. The six-group cluster with the same displacement gives 0.22 eV, against its undistorted doublet spacing of 0.32 eV, and there the order of the four upper states is kept. The coupling to the crystal is harder to size. In the cluster, 7 to 10 % of the dangling orbitals lies on hydrogen, depending on basis and population analysis (7 % is the Löwdin value in 3-21G), which shows that they leak into the back bonds. That figure does not measure the effect of the silicon bands, which the cluster lacks. The small basis and the local functional also limit the computed hoppings, so they support the order and the rough scale of the levels but do not predict measured ones. The numerical output lists the model values and the 3-21G values for the undistorted cluster and the trio pair.

## Computed results

```
Pair distances for lattice constant 0.543 nm:
  inside a trio (t)        0.384 nm
  nearest across (u)       0.450 nm
  inversion partners (s)   0.592 nm
Characters of the six hybrids: E 6, C3 0, C2' 0, i 0, S6 0, sigma_d 2
Multiplicities: a1g 1, a2g 0, eg 1, a1u 0, a2u 1, eu 1
Worked example: t = 0.50 eV, u = 0.10 eV, hybrid energy 0
  a1g  -1.200 eV, electrons in neutral defect: 2
  a2u  -0.800 eV, electrons in neutral defect: 2
  eu   +0.400 eV, electrons in neutral defect: 2
  eg   +0.600 eV, electrons in neutral defect: 0
  a2u - a1g = 0.400 eV
  eu - a2u  = 1.200 eV
  eg - eu   = 0.200 eV
  mean doublet minus mean singlet = 1.500 eV
  rough silicon gap = 1.1 eV; kT at 300 K = 0.0259 eV
Six SiH3 groups, LDA (SVWN)/3-21G, half-filled dangling orbitals:
  t = 0.6069 eV, u = 0.1430 eV, s = -0.0162 eV
  largest departure from the symmetry pattern = 9.6e-13 eV
  levels from the mean hybrid energy; then with s dropped:
    a1g  -1.4837 eV   -1.4999 eV
    a2u  -0.9440 eV   -0.9278 eV
    eu   +0.4477 eV   +0.4639 eV
    eg   +0.7661 eV   +0.7500 eV
  eg - eu = 0.3184 eV; with s dropped 0.2860 eV
  share of the dangling orbitals on hydrogen = 7.0 %
Two SiH3 groups of one trio, same level of theory:
  hopping at crystal distance = 0.6824 eV
  hopping 0.02 nm closer      = 0.8460 eV
  relative change             = 24.0 %
Distortion in the worked example, same relative change of t:
  delta = 0.1199 eV, first-order splitting 4 delta/3 = 0.1598 eV
  eu splitting by diagonalization = 0.1572 eV
```
